Taper angle of an etched wall beneath a fixed mask edge

**Problem**

A film of thickness h = 400 nm lies on a stop layer that does not etch. A long mask line of width W = 500 nm covers part of it, and the film on both sides of the line is open to a plasma. The mask neither erodes nor recedes. The open film surface, called the floor, descends at the constant vertical rate V = 200 nm/min. Beneath the mask the film is attacked from the side: at each depth, once the film there has been exposed, its edge retreats horizontally at the constant lateral rate L = 50 nm/min, whatever the depth or the slope of the wall.

Ions arrive vertically, so the mask shadows the undercut wall from them. Redeposition, passivating layers, reflected ions and depletion of reactants are left out.

(a) What is the shape of the wall when the film has just cleared, and what angle does it make with the vertical?

(b) How wide is the remaining line at its top and at its foot, at clearing and after a further 0.4 min of overetch?

(c) How does the wall change if V falls linearly with time, from 200 to 100 nm/min in 2 min, while L stays constant?

(d) Which lateral rate may be allowed if the sidewall angle is to be 88° from the horizontal?

(e) What changes if L is instead the speed of the wall along its own normal?

Let z be the depth below the underside of the mask, and s the horizontal distance inward from the mask edge. The edge is at s = 0, and film under the mask has s > 0. By symmetry it is enough to follow one side of the line.

**A tempting solution**

The floor needs h/V = 400/200 = 2 min to reach the stop layer. The vertical etch, acting alone, would leave a vertical wall directly below the mask edge. The lateral etch moves this wall inward, and since L is the same at every depth, it moves every part of the wall by the same distance,

s = Lt = 50 × 2 = 100 nm.

A vertical wall displaced equally at all depths stays vertical. The taper is therefore zero, and the line is 500 − 2 × 100 = 300 nm wide from top to foot.

**Where it fails**

Equal speeds give equal displacements only if they act for equal times, and here they do not. The argument treats the full height of the wall as if it had been open to lateral attack since t = 0. In fact the floor uncovers the wall gradually. Film just below the mask has been exposed for the whole 2 min. Film at a depth of 200 nm was reached after 1 min, so it has retreated by 50 nm. Film at the bottom has only just been reached and has not retreated at all.

The displacement of 100 nm is thus correct at the top of the wall and wrong everywhere below it. The tempting solution describes a different experiment, in which a trench of full depth is opened at once and then etched sideways.

**(a) Shape and angle**

At the mask edge the floor reaches depth z at the exposure time

τ(z) = z/V.

At that moment the edge of the film at this depth is at s = 0, because the mask has protected everything further in. From then on it retreats at speed L. At a later time t it has been exposed for t − τ(z), so that

s(z,t) = L[t − τ(z)] = L(t − z/V), for 0 ≤ z ≤ Vt and z ≤ h.

At fixed t this is linear in z, so the wall is a plane. Before clearing it runs from the point s = Lt, z = 0 under the mask to the point s = 0, z = Vt at the floor. Its slope is

ds/dz = −L/V.

The minus sign says that the undercut shrinks with depth. Let α be the taper, measured from the vertical. Going up the wall by a height Δz moves one inward by Δz tan α, so tan α = −ds/dz, and

tan α = L/V.

The sidewall angle θ, measured from the horizontal through the remaining film, is the complement of α:

θ = 90° − α, tan θ = V/L.

Time has dropped out. The wall grows longer as the etch proceeds, but its angle is fixed from the start. For the given rates

tan α = 50/200 = 0.25, α = 14.0° = 0.245 rad, θ = 76.0°.

The same result follows from the motion of the wall as a whole. The unit normal pointing into the film has components (cos α, sin α) along s and z. The foot of the wall moves straight down with velocity (0, V), and since it always lies on the wall, the wall must advance along its normal at

(0, V)·(cos α, sin α) = V sin α.

The lateral etch displaces the wall with velocity (L, 0), whose normal component is L cos α. Both expressions describe one speed, so

V sin α = L cos α,

which is again tan α = L/V. The speed is 50 × cos 14.04° = 48.5 nm/min. It is less than L because the normal of the wall is tilted by α from the horizontal, the direction in which L is defined.

Two limits show what the formula contains. For L → 0 the wall is vertical, as purely directional etching requires. For V → ∞ at fixed L it is vertical too, because all depths are then exposed at practically the same time. This second limit is the case that the tempting solution described.

**(b) Line widths and overetch**

Both sides of the line are undercut. At the top, where z = 0, each side has lost Lt, so

w_top = W − 2Lt.

At clearing, t = 2 min, this is 500 − 2 × 50 × 2 = 300 nm. The foot has only just been exposed and is still 500 nm wide. The line is wider at its foot than at its top, and the mask overhangs the top by 100 nm on each side.

After clearing, the floor can descend no further, but each layer of the film goes on retreating. The expression for s(z,t) still holds for all depths up to h, since it depends only on when a layer was exposed. At the foot, z = h, it gives

w_foot = W − 2L(t − h/V).

With 0.4 min of overetch, t = 2.4 min, and

w_top = 500 − 2 × 50 × 2.4 = 260 nm,
w_foot = 500 − 2 × 50 × 0.4 = 460 nm.

Both widths have shrunk by 40 nm. Their difference is still 200 nm over the same height, so the angle is still 14.0° from the vertical. In this stage the reasoning of the tempting solution is sound: all depths are now exposed, and for equal times they move equally. A parallel shift keeps whatever slope the wall already has, and therefore cannot make a tapered wall vertical. This holds for horizontal retreat at a rate independent of depth. For attack along the normal, part (e), overetch does steepen the wall.

This remains true if the lateral rate takes a new value L′ once the film has cleared, as long as L′ is the same at all depths. Then

s = L(h/V − z/V) + L′(t − h/V),

and the second term does not depend on z. The new rate alters the widths and leaves the angle alone.

The formulas for the widths require that the undercuts from the two sides have not met. They meet at the top when 2Lt = W, that is after 500/(2 × 50) = 5 min. The mask then loses its support.

**(c) A vertical rate that changes with time**

The wall in part (a) is straight because the floor uncovers equal heights in equal times. If V depends on time, the undercut is still s = L[t − τ(z)], but τ(z) is no longer proportional to z. While the floor advances by dz it needs the time dτ = dz/V(τ), so

ds/dz = −L dτ/dz = −L/V(τ(z)), tan α(z) = L/V(τ(z)).

Each depth keeps a record of the vertical rate at the moment when it was uncovered.

For the linear fall write V(t) = V₀(1 − bt), with V₀ = 200 nm/min and b = 0.25 per min. After 2 min the rate is 200 × (1 − 0.5) = 100 nm/min. Integrating the rate from 0 to τ gives the depth

z = V₀(τ − bτ²/2).

This is a quadratic equation for τ. Of its two roots the one that vanishes at z = 0 is

τ = [1 − √(1 − 2bz/V₀)]/b.

Hence 1 − bτ = √(1 − 2bz/V₀), and the rate at exposure is

V(τ(z)) = V₀ √(1 − 2bz/V₀).

After 2 min the floor is at 200 × (2 − 0.25 × 2²/2) = 300 nm, so the film has not yet cleared. At a depth of 150 nm the root is √(1 − 0.375) = 0.791, and tan α = 0.25/0.791 = 0.316, which gives α = 17.5°. In the same way the local taper is 14.4° at 20 nm and 24.5° at 280 nm. At the foot, where V has fallen to half, tan α = 50/100 = 0.5.

The wall therefore flares outward towards its foot, although the lateral rate never changed. Using its end points alone one would find tan α = 100/300 = 0.33, an average that hides the variation. A curved wall is thus no proof that the lateral rate varies with depth. In this model a slowing floor is enough.

**(d) The lateral rate for a steep wall**

Solving tan θ = V/L for L gives

L = V/tan θ.

For θ = 88° the taper is 2°, and L = 200 × tan 2° = 7.0 nm/min, or 3.5 % of the vertical rate. For such small tapers α ≈ L/V in radians. A change of 1 nm/min in L then changes the angle by about 1/200 = 0.005 rad, or 0.3°. In this model a steep wall demands a lateral rate that is small compared with the vertical rate.

**(e) If L is the speed along the normal**

The words "lateral rate" allow a second reading. The rule used so far displaces the wall horizontally at speed L whatever its slope, so that its speed along the normal is only L cos α. An etchant that attacks a surface equally whatever its orientation instead moves each piece of a smooth wall along its own normal at the same speed L. The comparison of speeds from part (a) now reads, for a straight wall that ends at the descending foot,

V sin α = L, so sin α = L/V.

This needs L ≤ V. The condition is met if the same etchant also acts on the floor, because V then includes its contribution.

The wall cannot be straight all the way up, however. To find its full shape, note that the point (0, z′) on the mask edge line is exposed at z′/V. By time t, attack starting there has removed all film within the distance L(t − z′/V). The undercut at depth z is set by the starting point that reaches furthest, so s² is the largest value of

Q(z′) = L²(t − z′/V)² − (z − z′)², for 0 ≤ z′ ≤ Vt.

Setting the derivative with respect to z′ to zero gives

−(2L²/V)(t − z′/V) + 2(z − z′) = 0.

Write r = L/V and collect the terms in z′:

z′(1 − r²) = z − r²Vt.

The second derivative of Q is 2r² − 2, which is negative for r < 1, so this is a maximum. It lies at z′ ≥ 0 only if z ≥ r²Vt = L²t/V. For those depths

Vt − z′ = (Vt − z)/(1 − r²).

The condition for the maximum also says z − z′ = r²(Vt − z′). Inserting this in Q gives

s² = r²(Vt − z′)² − r⁴(Vt − z′)² = r²(1 − r²)(Vt − z′)²,

and therefore

s = r(Vt − z)/√(1 − r²).

This is a straight wall with tan α = r/√(1 − r²), which is the same as sin α = r.

For z < L²t/V, Q decreases over the whole allowed range of z′, so the furthest reach comes from z′ = 0, the corner at the mask:

s² + z² = (Lt)².

The upper part of the wall is a circular arc that meets the mask vertically. At clearing it occupies the top 50² × 2/200 = 25 nm of the 400 nm wall. Below it the taper is given by sin α = 0.25, so α = 14.5° and θ = 75.5°.

The two readings differ here by only 14.48° − 14.04° ≈ 0.4°. For small r the reason is visible in the series

arctan r ≈ r − r³/3, arcsin r ≈ r + r³/6,

whose difference is r³/2. At r = 0.25 this is 0.0078 rad, in agreement with the 0.4° found. For a nearly vertical wall the definition of L hardly matters.

It matters greatly when the rates are equal. Take V = L = 50 nm/min and t = 2 min. Horizontal retreat gives a plane at 45°, with an undercut of 100 − 50 = 50 nm at a depth of 50 nm. With attack along the normal, the arc reaches down to L²t/V = Lt = 100 nm, which is the full depth. The wall is then a quarter circle, and the undercut at the same depth is √(100² − 50²) = 86.6 nm. Just under the mask both readings give 100 nm, so the undercut there cannot tell them apart. The shape of the wall below can.

The readings also differ in overetch. The formulas of this part remain valid after clearing for z ≤ h, and the arc keeps growing downward as L²t/V. For the given rates the change is small: at t = 2.4 min the foot is 500 − 2 × 0.25 × 80/√(1 − 0.25²) = 459 nm wide instead of 460 nm, and the straight part stays at 14.5°. For equal rates it is large. In a film 100 nm thick with V = L = 50 nm/min, the undercut at t = 4 min is 200 nm at the top and √(200² − 100²) = 173 nm at the foot. The taper between the end points has then fallen from 45° at clearing to 15°, whereas horizontal retreat would keep it at 45°.

Numbers in the example were calculated in double precision.
